# Electron Energy Loss to Acoustic Phonons in the Equipartition Limit

## 1. What dimensions and equilibrium already fix

Electrons at temperature $T_e$ in a semiconductor band of mass $m$ exchange energy with acoustic phonons at lattice temperature $T$. Let $P$ be the net energy given to the lattice per electron and unit time, so that $P>0$ means the electrons cool. The phonons have $\omega=sq$, the crystal has mass density $\rho$, and a strain shifts the band edge by $D$ times the relative volume change.

The squared coupling is proportional to $D^2/\rho$, so $P$ is too. It also contains $1/s$, while each phonon carries energy $\hbar sq$. For spontaneous emission the two factors of $s$ cancel. Stimulated emission and absorption carry the large phonon number $N\simeq kT/\hbar sq$, but their difference is smaller than either by a factor of order $\hbar sq/kT_e$, and $s$ cancels again. To leading order in small phonon energy, then,

$$P=\frac{D^2}{\rho}\,m^{\alpha}\hbar^{\beta}(kT_e)^{\gamma}\,g(T/T_e).$$

In mass, length and time, $D^2/\rho$ has dimensions $ML^7t^{-4}$ and $P$ has $ML^2t^{-3}$. The remaining factors must supply $L^{-5}t$:

$$\alpha+\beta+\gamma=0,\qquad 2\beta+2\gamma=-5,\qquad \beta+2\gamma=-1.$$

The last two equations give $\gamma=3/2$ and $\beta=-4$; the first then gives $\alpha=5/2$.

The function $g$ is linear in $T$, because $N$ is, and it must vanish at $T=T_e$, where there is no net flow. Hence $g=C(1-T/T_e)$ and

$$P=C\,\frac{D^2m^{5/2}(kT_e)^{1/2}}{\rho\hbar^4}\,k(T_e-T). \tag{1}$$

What remains is the number $C$, the size of the corrections, and the conditions for the law.

## 2. Model and energy balance

The band is parabolic and isotropic, $E(\mathbf k)=\hbar^2k^2/2m$. The electrons are dilute and have a Maxwell distribution. The phonons are those of a bulk crystal of volume $V$, held in equilibrium at $T$.

The displacement field contains each phonon with amplitude $\sqrt{\hbar/2\rho V\omega}$. Its divergence brings a factor $q$ for longitudinal waves, so

$$|M_q|^2=D^2q^2\,\frac{\hbar}{2\rho V\omega}=\frac{D^2\hbar q}{2\rho Vs}. \tag{2}$$

Take a lower state $\mathbf k$ and an upper state $\mathbf k+\mathbf q$, separated by $\hbar\omega$. Emission takes an electron down with weight $(N+1)f(\mathbf k+\mathbf q)$; absorption takes one up with weight $Nf(\mathbf k)$. Here $N=1/(e^x-1)$, and

$$x=\frac{\hbar\omega}{kT},\qquad x_e=\frac{\hbar\omega}{kT_e}.$$

The Maxwell distribution gives $f(\mathbf k+\mathbf q)=f(\mathbf k)e^{-x_e}$. Multiplying the golden-rule rate by $\hbar\omega$ and dividing by the number of electrons,

$$P=\sum_{\mathbf q}2\pi\omega|M_q|^2\left[(N+1)e^{-x_e}-N\right]\langle\delta\rangle, \tag{3}$$

where $\langle\delta\rangle$ is the average of $\delta(E(\mathbf k+\mathbf q)-E(\mathbf k)-\hbar\omega)$ over the electrons.

For small $x$ and $x_e$, $N=1/x-1/2+\dots$. Both terms in the bracket start with $1/x$, and these parts cancel. The next order is

$$(N+1)e^{-x_e}-N=1+N(e^{-x_e}-1)-(1-e^{-x_e})\;\to\;1-\frac{x_e}{x}=1-\frac{T}{T_e}.$$

The 1 is spontaneous emission, and $-T/T_e$ is stimulated emission minus absorption. If $N+1$ were replaced by $N$, the 1 would be lost and the electrons would gain energy even for $T_e>T$.

## 3. The average over electron velocities

Let $p$ be the electron momentum along $\mathbf q$. The energy difference is

$$E(\mathbf k+\mathbf q)-E(\mathbf k)-\hbar\omega=\frac{\hbar q}{m}\left(p+\frac{\hbar q}{2}-ms\right).$$

The delta function therefore equals $(m/\hbar q)\,\delta(p-p_0)$ with $p_0=ms-\hbar q/2$. In the Maxwell distribution $p$ is Gaussian with variance $mkT_e$, so

$$\langle\delta\rangle=\frac{1}{\hbar q}\sqrt{\frac{m}{2\pi kT_e}}\;\exp\left[-\frac{(\hbar q/2-ms)^2}{2mkT_e}\right]. \tag{4}$$

Expanding the square, with $a=\hbar^2/(8mkT_e)$,

$$-\frac{(\hbar q/2-ms)^2}{2mkT_e}=-aq^2+\frac{x_e}{2}-\frac{ms^2}{2kT_e}.$$

The term $x_e/2$ combines with the bracket of (3). Since $N+1=Ne^x$, the bracket is $N(e^{x-x_e}-1)$. Writing

$$N=\frac{e^{-x/2}}{2\sinh(x/2)},\qquad e^{x-x_e}-1=2e^{(x-x_e)/2}\sinh\frac{x-x_e}{2},$$

the exponents $-x/2$, $(x-x_e)/2$ and $x_e/2$ add to zero, leaving

$$R=\frac{\sinh[(x-x_e)/2]}{\sinh(x/2)}. \tag{5}$$

Now replace $\sum_{\mathbf q}$ by $(V/2\pi^2)\int q^2dq$. The factors in front are

$$2\pi sq\cdot\frac{D^2\hbar q}{2\rho Vs}\cdot\frac{1}{\hbar q}\sqrt{\frac{m}{2\pi kT_e}}=\frac{\pi D^2q}{\rho V}\sqrt{\frac{m}{2\pi kT_e}},$$

and hence

$$P=\frac{D^2}{2\pi\rho}\sqrt{\frac{m}{2\pi kT_e}}\;e^{-ms^2/2kT_e}\int_0^\infty q^3e^{-aq^2}R\,dq. \tag{6}$$

Within the stated model, equipartition has not yet been used. The infinite upper limit is harmless when $1/\sqrt a$ is far below the zone boundary.

## 4. The law

For small phonon energies $R\to(x-x_e)/x=1-T/T_e$, and the exponential prefactor tends to 1. With $y=aq^2$,

$$\int_0^\infty q^3e^{-aq^2}dq=\frac{1}{2a^2}\int_0^\infty ye^{-y}dy=\frac{1}{2a^2}=\frac{32m^2(kT_e)^2}{\hbar^4}.$$

Insertion into (6) gives

$$P=\frac{16}{\pi\sqrt{2\pi}}\,\frac{D^2m^{5/2}(kT_e)^{3/2}}{\rho\hbar^4}\left(1-\frac{T}{T_e}\right),$$

and, since $16/\sqrt2=8\sqrt2$,

$$\boxed{P=\frac{8\sqrt2}{\pi^{3/2}}\,\frac{D^2m^{5/2}(kT_e)^{1/2}}{\rho\hbar^4}\,k(T_e-T)} \tag{7}$$

Thus $C=8\sqrt2/\pi^{3/2}\simeq2.03$. Near equilibrium the loss is linear in $T_e-T$; for $T_e\gg T$ it grows as $T_e^{3/2}$. For $T_e<T$ it is negative and the lattice heats the electrons.

An energy relaxation time $\tau_E$ is defined by $\tfrac32k(T_e-T)=P\tau_E$. From (7),

$$\frac1{\tau_E}=\frac{16\sqrt2}{3\pi^{3/2}}\,\frac{D^2m^{5/2}(kT_e)^{1/2}}{\rho\hbar^4}.$$

## 5. The prefactor from a single electron

The constant can be found without detailed balance. Let $P_0$ be expression (7) at $T=0$, which is the spontaneous part. Consider one electron of wavenumber $k$ and neglect $ms$ beside $\hbar k$. With $c$ the cosine between $\mathbf k$ and $\mathbf q$, energy conservation requires $c=q/2k$, so $q$ runs from 0 to $2k$. The integral of the delta function over $c$ gives $m/(\hbar^2kq)$. The emitted power is

$$\int_0^{2k}\frac{Vq^2dq}{4\pi^2}\;2\pi sq\;\frac{D^2\hbar q}{2\rho Vs}\;\frac{m}{\hbar^2kq}
=\frac{D^2m}{4\pi\rho\hbar k}\int_0^{2k}q^3dq=\frac{D^2mk^3}{\pi\rho\hbar}.$$

For a Maxwell distribution, with $u=\hbar k/\sqrt{mkT_e}$ (in the root, $k$ is Boltzmann's constant),

$$\langle u^3\rangle=\frac{\int_0^\infty u^5e^{-u^2/2}du}{\int_0^\infty u^2e^{-u^2/2}du}=\frac{8}{\sqrt{\pi/2}}=\frac{8\sqrt2}{\sqrt\pi}.$$

The averaged power is $P_0$ with the same $C$.

This road was also followed numerically, with emission and absorption summed separately, full Bose occupations and the exact ranges of $q$. For four parameter sets with $ms^2/kT$ between about $2\times10^{-5}$ and $2\times10^{-4}$, and $T/T_e$ between 0.5 and 2, the largest deviation from (7) was $2.5\times10^{-4}$, relative to (7).

## 6. How large are the flows that cancel?

In leading order the emitted and absorbed powers are equal. Each follows from (6) with $R$ replaced by $1/x=kT/(\hbar sq)$. Because $\int_0^\infty q^2e^{-aq^2}dq=\sqrt\pi/(4a^{3/2})$, the ratio of each flow to $P_0$ is

$$\frac{kT}{\hbar s}\,\frac{\sqrt\pi/(4a^{3/2})}{1/(2a^2)}=\frac{kT}{\hbar s}\,\frac{\sqrt{\pi a}}{2}=\frac{\sqrt{2\pi}}{8}\,\frac{kT}{s\sqrt{mkT_e}}. \tag{8}$$

The flows diverge as $s\to0$, while their difference stays finite. An error of relative order $\hbar\omega/kT$ in either one changes the answer at leading order.

## 7. The first correction and the cold lattice

**Warm lattice.** Use $\sinh u\simeq u(1+u^2/6)$ in (5):

$$R\simeq\left(1-\frac T{T_e}\right)\left[1+\frac{(x-x_e)^2-x^2}{24}\right]
=\left(1-\frac T{T_e}\right)\left[1+\frac{x_e^2-2xx_e}{24}\right].$$

There is no term linear in the phonon energy. With weight $q^3e^{-aq^2}$ the mean of $q^2$ is $(1/a^3)/(1/2a^2)=2/a=16mkT_e/\hbar^2$. Therefore $\langle x_e^2\rangle=16ms^2/kT_e$ and $\langle xx_e\rangle=16ms^2/kT$. Adding $-ms^2/2kT_e$ from the prefactor of (6), the law is multiplied by

$$1+\left(\frac23-\frac12\right)\frac{ms^2}{kT_e}-\frac43\frac{ms^2}{kT}=1+\frac{ms^2}{6kT_e}-\frac{4ms^2}{3kT}. \tag{9}$$

For temperatures of similar size the law thus holds when $ms^2\ll kT$ and $ms^2\ll kT_e$. The expansion itself assumes small $x$, so a lattice much colder than the electrons needs separate treatment.

**Cold lattice.** Let $T\to0$ at fixed $T_e$. Then $x\to\infty$ and (5) gives $R\to e^{-x_e/2}$: spontaneous emission alone. If $ms^2\ll kT_e$, this tends to 1, so (7) gives the right leading value $P_0$ although equipartition has failed. The approach is slower. The mean of $q$ with the same weight is

$$\langle q\rangle=\frac{3\sqrt\pi/(8a^{5/2})}{1/(2a^2)}=\frac{3\sqrt\pi}{4\sqrt a},$$

and with $1/\sqrt a=\sqrt{8mkT_e}/\hbar$ the factor on $P_0$ is

$$1-\frac{\langle x_e\rangle}{2}=1-\frac{3\sqrt{2\pi}}{4}\sqrt{\frac{ms^2}{kT_e}}.$$

The correction now goes as the square root of the small parameter.

## 8. Example: electrons in silicon at 20 K

Take a silicon chip at $T=20$ K with electrons at $T_e=30$ K and density $10^{15}$ cm$^{-3}$. The material values are rough typical ones: $D=9$ eV, $s=9$ km/s, $\rho=2.33$ g/cm$^3$, and valley masses $m_l=0.92$ and $m_t=0.19$ electron masses. The isotropic model uses the density-of-states mass $m=(m_lm_t^2)^{1/3}=0.321$.

The energies are $kT_e=2.585$ meV, $kT=1.723$ meV and $ms^2=0.148$ meV. The wavenumber scale of the exchanged phonons is $1/\sqrt a=0.295$ nm$^{-1}$, with phonon energy 1.75 meV. It is set by the thermal momentum of the electrons, not by $\hbar\omega=kT$; that this energy lies close to $kT$ is an accident of the example.

Since $m^2(kT_e)^2/\hbar^4=1/(64a^2)$, the law can be written

$$P=\frac{2.032}{64}\,\frac{D^2}{\rho a^2}\,\sqrt{\frac m{kT_e}}\left(1-\frac T{T_e}\right).$$

Here $D^2=2.08\times10^{-36}$ J$^2$, $1/a^2=7.6\times10^{33}$ m$^{-4}$, and $\sqrt{m/kT_e}=\sqrt{0.148/2.585}/(9000\ \text{m/s})=2.66\times10^{-5}$ s/m. With the last factor equal to $1/3$,

$$P\simeq1.9\times10^{-12}\ \text{W}=1.2\times10^7\ \text{eV/s}.$$

Multiplied by the density, this is a heat source of about $1.9\times10^3$ W/cm$^3$. Holding the phonons at $T$ then requires a small or briefly excited electron region: at this density the electrons reabsorb such phonons over 1 to 2 mm, and an isolated crystal at 20 K would warm by 5 K, half of $T_e-T$, within some tens of microseconds. The relaxation time is $1.5\,(2.585-1.723)$ meV divided by $1.19\times10^7$ eV/s, or about 0.11 ns.

The full sum gives $3.45\times10^7$ eV/s emitted and $2.37\times10^7$ eV/s absorbed, a net $1.08\times10^7$ eV/s. This is 0.903 of the law; (9) predicts $1+0.010-0.115=0.895$.

The separate parts are much further from their leading values. Spontaneous emission is $2.25\times10^7$ eV/s, against $P_0=3P=3.58\times10^7$. Stimulated emission minus absorption is $-1.17\times10^7$, against $-\tfrac23P_0=-2.39\times10^7$. The reason is visible in Section 3. With the factor $e^{x_e/2}$ included, the two parts are

$$e^{-x_e/2}\simeq1-\frac{x_e}2,\qquad -2N\sinh\frac{x_e}2\simeq-\frac T{T_e}+\frac{x_e}2.$$

Their linear corrections are large here, since $\langle x_e\rangle\simeq0.9$, but they cancel in the sum.

## 9. What the simple model omits

**Mass.** In an ellipsoidal valley, let $c$ be the cosine between $\mathbf q$ and the long axis. The mass along $\mathbf q$ obeys $1/m_q=c^2/m_l+(1-c^2)/m_t$. The recoil energy is $\hbar^2q^2/2m_q$ and the velocity along $\mathbf q$ has variance $kT_e/m_q$, so $m_q$ replaces $m$ for each direction. With $A=1/m_t$, $B=1/m_t-1/m_l$ and $X=A-Bc^2$,

$$\int_0^1X^{-5/2}dc=\left[\frac{c}{3AX^{3/2}}+\frac{2c}{3A^2X^{1/2}}\right]_0^1=\frac{m_t\sqrt{m_l}\,(m_l+2m_t)}3.$$

This replaces $m^{5/2}$ and raises the loss by a factor 1.35.

**Deformation potential.** Silicon has a dilation part $\Xi_d$ and a uniaxial part $\Xi_u$. Longitudinal waves couple through $\Xi_d+\Xi_uc^2$, the transverse wave polarized in the plane of $\mathbf q$ and the long axis through $\Xi_uc\sqrt{1-c^2}$, and the other transverse wave not at all. Because (7) does not contain $s$, the squares may be added. With rough values $\Xi_d=1.1$ eV and $\Xi_u=10.5$ eV, the combined factor for mass and potential is 1.59. This number is sensitive to $\Xi_d$, for which values of either sign are in use: $(\Xi_d,\Xi_u)=(5,\,8.8)$ eV gives 2.4, $(-11.7,\,9)$ eV gives 0.75 and $(-6,\,9)$ eV gives 0.28.

**Fermi statistics.** With exclusion, the bracket in (3), multiplied by the occupation $f$ of the lower state, becomes $(f-f')(N_e-N)$, where $f'$ belongs to the upper state and $N_e=1/(e^{x_e}-1)$. Its leading form is $-k(T_e-T)\,df/dE$. Integration over the momentum perpendicular to $\mathbf q$ leaves $f$ at energy $\hbar^2q^2/8m$. With fugacity $z$, (7) is thus multiplied by

$$\frac{F_2(z)}{F_{3/2}(z)},\qquad F_j(z)=\frac1{\Gamma(j)}\int_0^\infty\frac{y^{j-1}dy}{e^y/z+1}.$$

Here the factor exceeds 1 by about $10^{-4}$. In a degenerate gas $q$ reaches $2k_F$, and for temperatures of similar size the factor needs $2\hbar sk_F\ll kT$, which is stricter than $ms^2\ll kT$ (for $T\ll T_e$ the condition $2\hbar sk_F\ll kT_e$ is enough): with the temperatures and $ms^2$ of the example, the full sum is 0.80 of the corrected law for a chemical potential of $5kT_e$ and 0.69 for $10kT_e$. These figures leave out screening. In silicon with six valleys such chemical potentials mean about $8\times10^{18}$ and $2\times10^{19}$ cm$^{-3}$, where the screening wavenumber (1.1 and 1.4 nm$^{-1}$) exceeds $2k_F$ (0.7 and 0.9 nm$^{-1}$); static screening of the valley-averaged coupling, with the isotropic mass, then lowers the loss to 0.3 to 0.7 of its unscreened value, depending on the deformation potentials.

**Screening.** The Debye length is 41 nm, long compared with $\sqrt a\simeq3.4$ nm. Static Debye screening of the whole coupling would lower the loss by about 1%; with six valleys only the valley-averaged coupling $\Xi_d+\Xi_u/3$ is screened and the effect is smaller. The Debye sphere holds only about 0.3 electrons here, so this shows that screening is small but does not fix its size.

**The real chip.** Phonons that move electrons between valleys add about 27% of (7), by an estimate with six rough couplings at 12 to 62 meV. Three quarters of this comes from the weak 12 meV coupling alone, and a different rough set gives 37%. In the ellipsoidal valley, for the two sets with positive $\Xi_d$, half the weight lies within about 20° of the long axis, where the mass is larger, so the finite phonon energy reduces the loss by a factor of about 0.85 instead of 0.90; for the two sets with negative $\Xi_d$ the factor is 0.91 to 0.93. Taking the anisotropy factor, this reduction and the addition together gives roughly $1.59\times0.85+0.27\simeq1.6$ times the law, or about $2\times10^7$ eV/s. With the other deformation potentials above, the total ranges from about 0.5 to 2.3 times the law. The isotropic number is thus an estimate to within a factor of about two in either direction, and the improved one is no more certain than the couplings put into it. The usual dopants largely freeze out at 20 K, so the electrons would have to come from light or injection; pairs made by light would at this temperature and density be largely bound as excitons, and injected electrons without compensating positive charge cannot stay uniform beyond about a Debye length (at this density the potential drop over 1 µm would be about 0.8 V, some 300 $kT_e$). A thin layer under a gate can confine them to two dimensions, where (7) does not apply. A rough electron-electron collision rate, $8.5\times10^{10}$ s$^{-1}$, is about nine times $1/\tau_E$; this supports a Maxwell distribution but does not prove it, the more so as the distance at which the Coulomb energy equals $kT_e$, 48 nm, exceeds the Debye length and the gas is not weakly coupled. The loss is carried by electrons near and above $3kT_e$, where Coulomb collisions are slower and phonon emission is faster, so the margin is smaller there. In the opposite limit, electrons heated by a field without electron-electron collisions, the distribution is $(1+E/bkT)^b e^{-E/kT}$ with $b$ set by the field, and at the same mean energy the leading-order loss is about 0.85 of (7).

**Other temperatures.** With the same parameters and $T_e=1.5T$, the full isotropic acoustic sum is 0.63 of the law at 4 K, 0.97 at 77 K and 0.99 at 300 K; in the ellipsoidal valley the loss at 4 K is 0.5 to 0.7 of its leading value, depending on the deformation potentials. These figures concern the acoustic channel alone. With the same rough couplings and $T_e=1.5T$, the intervalley loss is already about equal to (7) at 30 K and about 13 times (7) at 77 K. At $T=300$ K and $T_e=310$ K the estimated intervalley loss is roughly a hundred times (7); relative to the acoustic loss with the anisotropy factor and the nonparabolic band included, the ratio lies between about 40 and 300, depending on the deformation potentials. In warm silicon the limit of small phonon energy is thus accurate for the acoustic channel, which still needs the anisotropy factor found above and a correction for the nonparabolic band: with $E(1+\alpha E)=\hbar^2k^2/2m$ and $\alpha\simeq0.5$ eV$^{-1}$ the acoustic loss rises by about 2% at $T_e=30$ K, 20% at 310 K and 30% at 450 K. The single-valley band also ends along its heavy axis: the X point lies about 1.7 nm$^{-1}$ from the minimum, and in the parabolic valley states beyond it carry 2 to 5% of the acoustic loss at $T_e=310$ K and 8 to 17% at 450 K. For the total heat generation (7) is a poor estimate.

## Computed values

```
largest deviation of direct sum from law in tests: 2.5e-04
numerical prefactor 8 sqrt2/pi^1.5: 2.0318
Silicon example, rough typical parameters
longitudinal, transverse mass: 0.92, 0.19 m_e
density-of-states mass of one valley: 0.321 m_e
deformation potential: 9.0 eV
sound speed: 9.0 km/s
mass density: 2.33 g/cm3
lattice, electron temperature: 20, 30 K
electron density: 1.0e+15 cm^-3
kTe: 2.585 meV
kTL: 1.723 meV
m s^2: 0.1480 meV
m s^2/kTL: 0.0859
thermal phonon wavenumber 1/sqrt(a): 0.295 nm^-1
phonon energy at that wavenumber: 1.750 meV
loss per electron, law: 1.193e+07 eV/s
loss per electron, law: 1.911e-12 W
heat density, law: 1.911e+03 W/cm3
energy relaxation time: 108.4 ps
emitted power, full sum: 3.451e+07 eV/s
absorbed power, full sum: 2.374e+07 eV/s
spontaneous part of emission: 2.247e+07 eV/s
net loss, full sum: 1.078e+07 eV/s
Neglected effects, relative to the law
full sum / law: 0.9033
law with first correction / law: 0.8950
intervalley loss / law: 0.272
anisotropic mass factor: 1.348
rough dilation, uniaxial potentials: 1.1, 10.5 eV
anisotropic mass and potential factor: 1.591
density / effective density of states: 1.15e-03
Fermi factor minus 1: 1.2e-04
Debye length: 40.9 nm
static screening factor: 0.9869
electron-electron rate, rough: 8.5e+10 1/s
energy relaxation rate: 9.2e+09 1/s
Range of the law, same parameters, Te = 1.5 TL
TL = 4 K: full acoustic sum / law: 0.6307
TL = 20 K: full acoustic sum / law: 0.9033
TL = 77 K: full acoustic sum / law: 0.9733
TL = 300 K: full acoustic sum / law: 0.9930
TL = 300 K, Te = 310 K: intervalley loss / law: 94.7
```
